# Coverage against exposure for Kisliuk sticking without desorption

## Result and conventions

Let $x$ be the fraction of adsorption sites that are filled. Suppose that an incoming molecule sticks with the Kisliuk probability

$$s(x)=s_0\,\frac{1-x}{1+(K-1)x},$$

where $s_0$ is the sticking probability on the clean surface and $K\ge 0$ is a constant. Define the scaled exposure $E$ as $s_0$ times the number of molecules that have struck the surface per adsorption site. If the surface starts clean and no chemisorbed molecule leaves it, then for $0\le x<1$

$$\boxed{E=-K\ln(1-x)-(K-1)x.}$$

Each molecule occupies one site, and $s_0$ and $K$ do not change during the uptake. "Without desorption" refers to the chemisorbed layer. A molecule held weakly before it chemisorbs may still escape; that loss is already contained in $s_0$ and $K$.

## Where the sticking law comes from

An arriving molecule is first trapped, with probability $\alpha$, in a weakly bound precursor state. We take $\alpha$ to be the same over empty and filled sites. The trapped molecule then visits sites one after another.

- Over an empty site it chemisorbs with probability $p_a$, escapes to the gas with probability $p_d$, and otherwise hops.
- Over a filled site it escapes with probability $p_f$, and otherwise hops.

The central assumption is that every visit finds a randomly chosen site, which is empty with probability $1-x$ whatever happened before. Per visit, the probabilities of chemisorption and of escape are then

$$c=p_a(1-x),\qquad e=p_d(1-x)+p_f x .$$

The molecule hops on with probability $h=1-c-e$. It may chemisorb on the first visit, on the second after one hop, and so on. For $c+e>0$ the geometric series gives

$$c\,(1+h+h^2+\cdots)=\frac{c}{1-h}=\frac{c}{c+e}.$$

Multiplication by the trapping probability yields

$$s=\frac{\alpha p_a(1-x)}{(p_a+p_d)(1-x)+p_f x}.$$

Divide numerator and denominator by $p_a+p_d$ and define

$$s_0=\frac{\alpha p_a}{p_a+p_d},\qquad K=\frac{p_f}{p_a+p_d}.$$

The denominator becomes $1-x+Kx=1+(K-1)x$, which is the stated law.

The parameter $K$ compares the chance that a visit to a filled site ends the walk with the chance that a visit to an empty site does. When $K$ is small, a molecule that lands on a filled site usually survives to look elsewhere. The slope of the law shows the consequence. By the quotient rule,

$$\frac{1}{s_0}\frac{ds}{dx}
=\frac{-[1+(K-1)x]-(1-x)(K-1)}{[1+(K-1)x]^2}
=-\frac{K}{[1+(K-1)x]^2}.$$

The slope of $s/s_0$ is $-K$ on the clean surface and, for $K>0$, tends to $-1/K$ as $x\to1$. For $K<1$ the sticking therefore falls more slowly at first and faster near completion. For $K>1$ it falls faster at first and more slowly later.

## From the site balance to the integral

Let $n_s$ be the number of adsorption sites per area and $\Phi$ the number of molecules striking unit area per unit time. The chemisorbed density is $n_s x$, and it grows by the molecules that stick:

$$n_s\frac{dx}{dt}=\Phi\,s(x).$$

The scaled exposure obeys $dE=s_0\Phi\,dt/n_s$. Substituting $\Phi\,dt=n_s\,dx/s(x)$ removes the time:

$$\frac{dE}{dx}=\frac{s_0}{s(x)}=\frac{1+(K-1)x}{1-x}.$$

This holds for a flux that varies in time as well, since only the accumulated number of impacts enters.

To integrate, write the numerator in terms of $1-x$. Because $x=1-(1-x)$,

$$1+(K-1)x=1+(K-1)-(K-1)(1-x)=K-(K-1)(1-x).$$

Division by $1-x$ gives

$$\frac{dE}{dx}=\frac{K}{1-x}-(K-1).$$

With $E=0$ at $x=0$,

$$E=\int_0^x\left[\frac{K}{1-y}-(K-1)\right]dy=-K\ln(1-x)-(K-1)x .$$

The minus sign before the logarithm comes from $\int dy/(1-y)=-\ln(1-y)$. Since $\ln(1-x)$ is negative, that term is positive.

If the surface already has coverage $x_1$, the lower limit changes and the further exposure needed to reach $x$ is

$$E(x)-E(x_1)=K\ln\frac{1-x_1}{1-x}-(K-1)(x-x_1).$$

## Reading the formula

Collecting the terms that contain $K$ gives

$$E=x+K\,G(x),\qquad G(x)=-\ln(1-x)-x=\frac{x^2}{2}+\frac{x^3}{3}+\cdots .$$

The first term is the exposure that would suffice if every molecule stuck with probability $s_0$. The second is the cost of meeting filled sites. Since $G>0$ for $x>0$, a larger $K$ requires more exposure at fixed $x$ and $s_0$.

**Two special values.** For $K=0$, $E=x$: sticking stays at $s_0$ until the layer is full. For $K=1$, $E=-\ln(1-x)$, so $x=1-e^{-E}$, which is Langmuir uptake.

**Small exposure.** To second order, $E=x+Kx^2/2$. Insert $x=E+bE^2$. The terms in $E^2$ cancel if $b+K/2=0$, so

$$x=E-\frac{K}{2}E^2+O(E^3).$$

The initial slope contains no information about $K$; the curvature does.

**Large exposure.** Let $u=1-x$ be the empty fraction and take $K>0$. The result reads $E=-K\ln u-(K-1)(1-u)$, or

$$\ln u=-\frac{E+K-1}{K}+\frac{K-1}{K}u .$$

The last term is negligible once $u\ll K/|K-1|$, which for small $K$ is reached only very near completion, and then

$$1-x\simeq\exp\left[-\frac{E+K-1}{K}\right].$$

The empty fraction decays exponentially with decay length $K$ in $E$. Each further factor of ten costs $K\ln 10$ in scaled exposure at late times.

## Coverage as a function of exposure

For $K>0$ and $K\ne1$, set $a=(K-1)/K$. The exact equation for $u$ above becomes $\ln u-au=-a-E/K$. Exponentiate and multiply by $-a$:

$$(-au)\,e^{-au}=-a\,e^{-a-E/K}.$$

The Lambert function $W$ is defined by $We^W=z$, so $-au=W(z)$ with $z$ equal to the right-hand side. Hence

$$x=1+\frac{1}{a}W_0\!\left(-a\,e^{-a-E/K}\right).$$

The branch must be justified. For $K<1$, $a$ is negative, the argument is positive, and $W_0$ is the one real branch there. For $K>1$, $0<a<1$ and $0<u\le1$, so $-au$ lies between $-1$ and $0$, which is the range of $W_0$ for negative argument. At $E=0$ the function returns $-a$, and $x=0$ as required.

## Finding K from a measured point

The linear form can be solved at once:

$$K=\frac{E-x}{-\ln(1-x)-x}.$$

The choice of coverage matters. At fixed $x$, an error $\delta E$ causes $\delta K=\delta E/G(x)$, which is large at small $x$, where $G\approx x^2/2$. At fixed $E$, differentiating $E=x+KG(x)$ gives

$$\delta K=-\frac{1+(K-1)x}{(1-x)\,G(x)}\,\delta x,$$

which is large at small $x$, where $G$ is small, and for $K>0$ also near completion. Take $K=0.2$. A 5% error in $E$ shifts $K$ by about $0.14$ at $x=0.5$ but by about $0.04$ at $x=0.9$. A coverage error of $0.01$ shifts $K$ by about $0.02$ at $x=0.9$. At $x=0.99$ the same error is as large as the empty fraction itself, and the linear estimate fails: a reading of $0.98$ raises $K$ by $0.05$, while a reading close to $1$ drives it toward zero. Several points are better than one, because they also show whether $K$ is constant.

## Worked example: residual CO on a fresh nickel film

A clean fcc-Ni(100) film stands in a deposition chamber with $10^{-6}$ Torr of residual CO. Gas and film are at 300 K. How soon is the surface covered?

We take a rough lattice constant $a_{\rm Ni}=0.35$ nm; a value of 0.352 nm would shorten the covering times below by about 1%. A (100) surface has $2/a_{\rm Ni}^2$ atoms per area. With one CO site for every two atoms,

$$n_s=\frac{1}{a_{\rm Ni}^2}=\frac{1}{(0.35\times10^{-9}\ \mathrm m)^2}=8.16\times10^{18}\ \mathrm{m^{-2}}.$$

The flux follows from the Maxwell distribution. If $n=p/(k_BT)$ is the gas density and $v$ the velocity component toward the surface,

$$\Phi=n\int_0^\infty v\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .$$

The integral used is $\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m$. With $p=1.333\times10^{-4}$ Pa and $m=4.65\times10^{-26}$ kg, $\Phi=3.83\times10^{18}\ \mathrm{m^{-2}s^{-1}}$, or $\Phi/n_s=0.469\ \mathrm{s^{-1}}$ per site.

For the precursor we choose round values $\alpha=1$, $p_a=0.4$ and $p_d=p_f=0.1$. Then

$$s_0=\frac{0.4}{0.5}=0.8,\qquad K=\frac{0.1}{0.5}=0.2 .$$

At $x=0.99$, $-\ln(1-x)=4.605$, and

$$E=0.2\times4.605+0.8\times0.99=0.921+0.792=1.713 .$$

The time is

$$t=\frac{E}{s_0\Phi/n_s}=\frac{1.713}{0.8\times0.4694\ \mathrm{s^{-1}}}=4.56\ \mathrm s .$$

One langmuir is $10^{-6}$ Torr s, so this is a gas exposure of 4.56 langmuir. The last column below keeps $s_0$ and the flux fixed and sets $K=1$.

| $x$ | $s$ | $E$ | $t$ (s) | $t$ for $K=1$ (s) |
|---|---|---|---|---|
| 0.50 | 0.667 | 0.539 | 1.43 | 1.85 |
| 0.90 | 0.286 | 1.181 | 3.14 | 6.13 |
| 0.99 | 0.038 | 1.713 | 4.56 | 12.26 |

The precursor shortens the time to half coverage by about a fifth, but the time to $x=0.99$ by a factor of 2.7. The difference in $E$ is $(1-K)G(x)$, and $G$ grows without bound as the layer fills.

## Does the random-site assumption hold?

The sticking law was tested by following individual precursor walks on a lattice of $200\times200$ sites, four runs for each case. With the example's probabilities and hops to random sites, the mean exposures at $x=0.5$, $0.9$ and $0.99$ were 0.539, 1.179 and 1.716, against 0.539, 1.181 and 1.713 from the formula. A case with $p_a=0.3$, $p_d=0.1$ and $p_f=0.8$, hence $K=2$, gave 3.709 at $x=0.9$, against 3.705.

A real precursor hops to nearby sites. When the walks were restricted to nearest neighbours and chemisorbed molecules stayed where they landed, the exposures became $0.543\pm0.001$, $1.244\pm0.002$ and $1.883\pm0.009$, where the uncertainty is the standard error of the four runs. Relative to the formula these are increases of about 1%, 5% and 10%. For these local hops the random-site formula thus underestimates the exposure, most of all near completion.

## Exclusion between neighbouring molecules

The model treats the $n_s$ sites as fixed and independent. For CO at half a monolayer on Ni(100) this is doubtful: the molecules form an ordered pattern in which nearest neighbours are avoided, and the pattern is not marked out in advance.

To estimate the effect, allow one adsorption point per surface atom and forbid nearest neighbours to be occupied together. Let $\theta$ be the occupied fraction of points, so $x=2\theta$. Let $A$ be the fraction of points at which a molecule can adsorb, meaning that the point and its four neighbours are empty. We assume that the precursor escapes with probability $p_f$ at every unavailable point, whether that point is filled or only blocked by a neighbour. Repeating the geometric series with $A$ in place of $1-x$ then gives

$$s=s_0\frac{A}{A+K(1-A)},\qquad \frac{dE}{dx}=1-K+\frac{K}{A}.$$

Suppose that the adsorbed molecules move fast enough to stay in equilibrium, with statistical weight $z$ per molecule. Removing a molecule from an occupied point leaves that point available, and the weight falls by the factor $z$. Summing over all configurations gives $\theta=zA$. The function $A(x)$ was computed for long strips, closed into a ring across their width, from the dominant eigenvector of the matrix that links successive rows.

Two limits can be seen directly. At low coverage each molecule blocks five points, so $A\approx1-5\theta=1-5x/2$. Near completion the molecules occupy one of two interlocking sublattices. The available points are then isolated vacancies on that half, so $A\approx(1-x)/2$. The computed value at $x=0.99$ is 0.0050, in agreement.

At $x=0.5$, $0.9$ and $0.99$ the required exposures are 0.643, 1.78 and 2.78, larger than the simple result by 19%, 51% and 62%. Going from strips 8 points wide to 10 changes the exposures by at most 0.2%, and widening further to 18 points lowers them by up to another 0.2%, which takes the last increase from about 62.5% to 62.3%. The time to $x=0.99$ rises from 4.6 to 7.4 s.

Can another constant $K$ absorb this? Inserting the new exposures in the expression for $K$ gives apparent values 0.74, 0.63 and about 0.5, although the microscopic $K$ is 0.2 throughout. In this model a single constant therefore does not reproduce the uptake curve. Near completion $dE/dx\approx2K/(1-x)$, so the apparent value tends slowly to $2K=0.4$. A fitted $K$ then need not equal the ratio of precursor probabilities.

## Loss from the chemisorbed layer

If chemisorbed molecules leave at rate $k$ and are not recaptured, the balance becomes

$$\frac{dx}{dt}=\frac{\Phi}{n_s}s(x)-kx .$$

The integral derived above requires $kx\ll\Phi s/n_s$ up to the coverage of interest. Write $k=\nu e^{-E_b/k_BT}$ with a rough prefactor $\nu=10^{15}\ \mathrm{s^{-1}}$. A binding energy $E_b=1.2$ eV gives $k=6.9\times10^{-6}\ \mathrm{s^{-1}}$ and lengthens the time to $x=0.99$ by less than 0.01%. For 1.1 eV, $k=3.3\times10^{-4}\ \mathrm{s^{-1}}$ and the change is 0.3%.

Even a small $k$ ends the approach to $x=1$. Near completion $s\approx s_0(1-x)/K$, and equating gain and loss gives

$$1-x\approx\frac{kK}{s_0\Phi/n_s}.$$

For 1.1 eV this is about $2\times10^{-4}$; the formula should not be used to predict a smaller empty fraction.

Low pressure makes the condition stricter. At $10^{-10}$ Torr, with all else fixed, $s_0\Phi/n_s$ falls to $3.8\times10^{-5}\ \mathrm{s^{-1}}$. That is below the loss rate for 1.1 eV, and equating gain and loss with the full sticking law gives a steady coverage of only about $x=0.11$. This number depends on the assumption that no leaving molecule is recaptured. If each one first entered the same precursor state, with $k$ the rate of entry, many would chemisorb again. The steady coverage would be about $0.36$ if the walk began at a random site, and about $0.40$ if it began over the site just vacated. Scaling the covering time as $1/p$ is safe only while loss remains negligible.

## The model beside a real chamber

The chosen pressure suits a modest high-vacuum chamber and is far above the background sought in ultrahigh vacuum. The mean free path is about 44 m for a rough molecular diameter of 0.4 nm, so gas collisions do not limit delivery in a chamber of ordinary size. CO binds strongly to nickel, and a high initial sticking probability is realistic, but $K=0.2$ is a round choice and not a measured value. Real films also have steps, grain boundaries and other residual gases, and CO can be packed beyond half a monolayer, which the model excludes. Of the departures estimated here at the chosen pressure that still let the layer reach $x=0.99$, exclusion between mobile neighbours moves the answer most, by about 60% at $x=0.99$. If the molecules could not move after landing, the same exclusion would stop the uptake at about $x=0.73$ for precursor hops to random sites. For mobile molecules and these inputs the covering time is thus several seconds, but even its first digit is uncertain.

In vapour deposition the same integral applies to the filling of a surface by one source gas, provided that its sticking follows the Kisliuk law and the adsorbed species remains in the surface layer. During steady growth, incorporation or reaction frees sites again. The site balance then needs a further loss term, and exposure alone no longer fixes the coverage unless that loss is proportional to the flux. The main computed values are in the numerical output below.

## Computed values

```
Largest quadrature difference in E: 1.4e-14 [1]
Largest rate-equation difference in x: 1.7e-14 [1]
Chemisorb, escape, escape over filled: 0.4, 0.1, 0.1 [1]
Clean sticking s0 = 0.800 [1]; K = 0.200 [1]
Temperature = 300 K; pressure = 1e-06 Torr
Rough Ni lattice constant = 0.35 nm
CO molecular mass = 4.6512e-26 kg
Adsorption site density = 8.1633e+18 m^-2
Incident flux = 3.8320e+18 m^-2 s^-1
Arrivals per site = 0.4694 s^-1
Mean free path, rough diameter 0.4 nm = 44 m
Coverage x = 0.50 [1]:
  sticking s = 0.6667 [1]
  E: formula 0.5386, Langmuir 0.6931 [1]
  time: formula 1.434, Langmuir 1.846 s
  gas exposure = 1.434 langmuir
  E from random-hop walks = 0.5386 [1]
  E from near-hop walks = 0.5428 +/- 0.0010 [1]
  exclusion: available fraction = 0.1896 [1]
  exclusion: E = 0.6429, apparent K = 0.7400 [1]
Coverage x = 0.90 [1]:
  sticking s = 0.2857 [1]
  E: formula 1.1805, Langmuir 2.3026 [1]
  time: formula 3.144, Langmuir 6.131 s
  gas exposure = 3.144 langmuir
  E from random-hop walks = 1.1794 [1]
  E from near-hop walks = 1.2440 +/- 0.0018 [1]
  exclusion: available fraction = 0.0479 [1]
  exclusion: E = 1.7835, apparent K = 0.6299 [1]
Coverage x = 0.99 [1]:
  sticking s = 0.0385 [1]
  E: formula 1.7130, Langmuir 4.6052 [1]
  time: formula 4.562, Langmuir 12.263 s
  gas exposure = 4.562 langmuir
  E from random-hop walks = 1.7164 [1]
  E from near-hop walks = 1.8827 +/- 0.0091 [1]
  exclusion: available fraction = 0.0050 [1]
  exclusion: E = 2.7847, apparent K = 0.4964 [1]
Walk test with K = 2, E at x = 0.90: 3.7091, formula 3.7052 [1]
Exclusion E change, strip width 8 to 10: 0.20 %
Rough desorption prefactor = 1e+15 s^-1
Binding 1.2 eV: loss rate = 6.932e-06 s^-1
  time to x = 0.99: 4.562 s, change 0.01 %
Binding 1.1 eV: loss rate = 3.318e-04 s^-1
  time to x = 0.99: 4.574 s, change 0.27 %
```
